# One-loop vacuum polarization from its imaginary part, and the charge renormalization

## Question

I want the renormalized one-loop vacuum polarization $\Pi(q^2)$ of QED, starting from its imaginary part. Above the pair threshold I can picture that part as the creation of a real electron–positron pair. But the ordinary dispersion integral over it diverges. If I subtract once, the integral converges, and a constant $\Pi(0)$ is left over that the integral does not supply.

How do I get the complete function this way? And is the leftover constant really the charge renormalization, or have I just discarded an infinity and given it a name?

## Answer

The constant can be followed explicitly if a regulator keeps it finite. First the cut gives the subtracted function; then a separate loop calculation gives the constant.

**Conventions.** The metric is $(+,-,-,-)$, $q$ is a four-momentum, $\mu=mc$, and in Gaussian units $\alpha=e^2/(\hbar c)$. Coordinates are divided by $\hbar$, so phases read $q\cdot x$ and $\hbar$ enters only through $\alpha$. Write the loop as

$$\Pi^{\lambda\nu}(q)=(q^2g^{\lambda\nu}-q^\lambda q^\nu)\,\Pi(q^2).$$

Between conserved currents the $q^\lambda q^\nu$ term drops out. One insertion multiplies the photon propagator $-ig/q^2$ by $(iq^2\Pi)(-i/q^2)=\Pi$. With bare charge $e_0$, the chain of bubbles is therefore

$$\frac{e_0^2}{q^2}(1+\Pi_0+\Pi_0^2+\dots)=\frac{e_0^2}{q^2[1-\Pi_0(q^2)]}.\tag{1}$$

### The imaginary part from real pairs

The loop is $i\Pi^{\lambda\nu}=-4\pi\alpha\int d^4x\,e^{iq\cdot x}\langle T j^\lambda(x)j^\nu(0)\rangle$, up to contact terms, which are real polynomials in $q$ and do not affect the cut. Take $\mathbf q=0$ and insert intermediate states of energy $w$ (divided by $c$). The two time orderings add to

$$\frac{i}{q_0-w+i0}-\frac{i}{q_0+w-i0}=\frac{2iw}{q_0^2-w^2+i0}.$$

Let $\mathcal T(s)$ be the sum over pair states at $s=w^2$ of $\sum_{k=1}^3|\langle n|j^k|0\rangle|^2$, including $(2\pi)^4\delta^4(q-p_n)$. The state sum carries $dw/2\pi$, and $2w\,dw=ds$. Since $\sum_k\Pi^{kk}=-3q^2\Pi$,

$$\Pi(q^2)=\frac{2\alpha}{3q^2}\int ds\,\frac{\mathcal T(s)}{q^2-s+i0}+\text{contact terms},\qquad \operatorname{Im}\Pi(s+i0)=-\frac{2\pi\alpha}{3s}\mathcal T(s).$$

Current conservation makes $j^0$ vanish in this frame, so the spatial sum equals the contraction with $-g_{\lambda\nu}$. For pair momenta $p,p'$,

$$-\operatorname{tr}[(\not p+\mu)\gamma^\lambda(\not p'-\mu)\gamma_\lambda]=8p\cdot p'+16\mu^2=4s+8\mu^2,$$

because $\gamma^\lambda\not p'\gamma_\lambda=-2\not p'$, $\gamma^\lambda\gamma_\lambda=4$ and $s=2\mu^2+2p\cdot p'$. With $E=\sqrt s/2$ and $v=|\mathbf p|/E=\sqrt{1-4\mu^2/s}$, phase space is

$$\int\frac{d^3p}{(2\pi)^3\,4E^2}\,2\pi\delta(w-2E)=\frac{|\mathbf p|^2}{4\pi E^2}\,\frac{E}{2|\mathbf p|}=\frac{v}{8\pi}.$$

Hence $\mathcal T=(4s+8\mu^2)v/8\pi$, and

$$\operatorname{Im}\Pi(s+i0)=-\frac{\alpha}{3}R(s),\qquad R(s)=\sqrt{1-\frac{4\mu^2}{s}}\left(1+\frac{2\mu^2}{s}\right)\quad(s>4\mu^2),\tag{2}$$

with $R=0$ below threshold.

### One subtraction

At large $s$, put $a=\mu^2/s$. Then $R=(1-2a-2a^2+\dots)(1+2a)=1-6a^2+\dots$. Since $R\to1$, the integral $\int ds\,R/(s-q^2)$ diverges logarithmically.

Apply Cauchy's theorem instead to $[\Pi(q^2)-\Pi(0)]/q^2$. This is regular at $q^2=0$. Its large circle vanishes because the subtracted $\Pi$ grows only logarithmically, as the physical term ($i=0$) of the loop formula (6) shows once its value at $q^2=0$ is subtracted. $\Pi$ is real below threshold, so its jump across the cut is $2i\operatorname{Im}\Pi$, and

$$\hat\Pi(q^2)\equiv\Pi(q^2)-\Pi(0)=\frac{q^2}{\pi}\int_{4\mu^2}^\infty ds\,\frac{\operatorname{Im}\Pi(s+i0)}{s(s-q^2)}=-\frac{\alpha q^2}{3\pi}\int_{4\mu^2}^{\infty}\frac{ds\,R(s)}{s(s-q^2)}.\tag{3}$$

Use $v$ as the variable: $s=4\mu^2/(1-v^2)$, $ds/s=2v\,dv/(1-v^2)$ and $R=v(3-v^2)/2$. With $y=4\mu^2/q^2$ and $b^2=1-y$,

$$\hat\Pi=-\frac{\alpha}{3\pi}\int_0^1dv\,\frac{q^2v^2(3-v^2)}{4\mu^2-q^2(1-v^2)}=\frac{\alpha}{3\pi}\int_0^1dv\,\frac{v^2(3-v^2)}{b^2-v^2}.\tag{4}$$

Polynomial division gives

$$\frac{v^2(3-v^2)}{b^2-v^2}=v^2+b^2-3+\frac{b^2(3-b^2)}{b^2-v^2}.$$

For $q^2<0$ we have $b>1$ and $\int_0^1dv/(b^2-v^2)=\frac1{2b}\ln\frac{b+1}{b-1}$. The polynomial integrates to $b^2-\frac83=-\frac53-y$, and $(3-b^2)/2=1+y/2$. So

$$\boxed{\hat\Pi(q^2)=\frac{\alpha}{3\pi}\left[-\frac53-y+\left(1+\frac y2\right)b\ln\frac{b+1}{b-1}\right]}\tag{5}$$

The other ranges follow from the same integral:

- For $0<q^2<4\mu^2$, set $b^2=-w^2$ with $w=\sqrt{y-1}$ (no longer an energy). Then $b\ln\frac{b+1}{b-1}$ becomes $2w\arctan(1/w)$.
- For $q^2>4\mu^2$, $q^2+i0$ means $b^2+i0$. The principal value plus the pole at $v=b$ gives $b\ln\frac{1+b}{1-b}-i\pi b$, which returns (2).

For $|q^2|\ll\mu^2$, $b^2\simeq-4\mu^2/q^2$ in (4) and $\int_0^1v^2(3-v^2)dv=4/5$ give $\hat\Pi\simeq-\alpha q^2/(15\pi\mu^2)$. For $-q^2\gg\mu^2$, $b-1\simeq2\mu^2/(-q^2)$ gives $\hat\Pi\simeq(\alpha/3\pi)[\ln(-q^2/\mu^2)-5/3]$. By (3), $\hat\Pi$ is positive at spacelike $q^2$: a closer probe sees more of the screened charge.

### The constant, from a regulated loop

The unregulated cut does not fix $\Pi(0)$. Add two fictitious Pauli–Villars fields with masses $M_1,M_2$, so that $m_i=(m,M_1,M_2)$ and $\mu_i=m_ic$. Their loops have weights $c_i=(1,-2,1)$ and $M_2^2=2M_1^2-m^2$, which ensures

$$\sum_ic_i=0,\qquad\sum_ic_i\mu_i^2=0.$$

These conditions remove the $k^{-2}$ and $k^{-4}$ parts of the integrand, so the integral converges and momentum shifts are allowed. The fermion-loop sign, vertices $(-i)^2$ and propagators $i^2$ together give $-1$:

$$i\Pi^{\lambda\nu}=-4\pi\alpha\sum_ic_i\int\!\frac{d^4k}{(2\pi)^4}\frac{\operatorname{tr}[\gamma^\lambda(\not k+\mu_i)\gamma^\nu(\not k+\not q+\mu_i)]}{(k^2-\mu_i^2)[(k+q)^2-\mu_i^2]}.$$

Use $1/(AB)=\int_0^1dx\,[(1-x)A+xB]^{-2}$ and shift $k=l-xq$. The denominator becomes $(l^2-\Delta_i)^2$ with $\Delta_i=\mu_i^2-x(1-x)q^2$. Dropping odd terms, the trace is

$$4\left[2l^\lambda l^\nu-g^{\lambda\nu}l^2-2x(1-x)q^\lambda q^\nu+g^{\lambda\nu}\big(\mu_i^2+x(1-x)q^2\big)\right].$$

Under the integral $l^\lambda l^\nu\to g^{\lambda\nu}l^2/4$, so this equals

$$4\left[2x(1-x)(q^2g^{\lambda\nu}-q^\lambda q^\nu)+g^{\lambda\nu}(\Delta_i-l^2/2)\right].$$

For spacelike $q$, rotate $l^0$ to imaginary values: $d^4l\to i\pi^2t\,dt$ and $l^2\to-t$. Cutting the $t$ integral at a large $T$, the non-transverse part is a surface term,

$$\int_0^T\!dt\,\frac{t(\Delta_i+t/2)}{(t+\Delta_i)^2}=\frac12\left[\frac{t^2}{t+\Delta_i}\right]_0^T\to\frac12(T-\Delta_i),$$

which cancels in the weighted sum by the two conditions. The transverse part has $\int_0^Tt\,dt/(t+\Delta_i)^2\to\ln T-\ln\Delta_i-1$, of which $-\sum_ic_i\ln\Delta_i$ survives. The prefactor is $4\pi\alpha\cdot8\cdot\pi^2/(2\pi)^4=2\alpha/\pi$, so

$$\Pi(q^2)=\frac{2\alpha}{\pi}\int_0^1dx\,x(1-x)\sum_ic_i\ln[\mu_i^2-x(1-x)q^2].\tag{6}$$

This agrees with the dispersion result. Subtract $q^2=0$ in the physical term and put $x=(1-v)/2$:

$$\frac{\alpha}{2\pi}\int_0^1dv\,(1-v^2)\ln\left[1-\frac{(1-v^2)q^2}{4\mu^2}\right].$$

Integrate by parts with $v-v^3/3$. The boundary terms vanish, and the remainder is the first integral in (4). The regulator terms contribute $-(\alpha q^2/15\pi)\sum_{i\ge1}c_i/\mu_i^2$ at leading order, which vanishes as their masses grow.

At $q^2=0$, $\int_0^1x(1-x)dx=1/6$ gives

$$\Pi(0)=-\frac{\alpha}{3\pi}L,\qquad L=-\sum_ic_i\ln\mu_i^2=\ln\frac{M_1^4}{m^2M_2^2}.\tag{7}$$

The regulated cut gives the same constant. Because $\sum_ic_i=0$, (6) vanishes at large $|q^2|$, so no subtraction is needed. Let $R_i$ be $R$ with $\mu\to\mu_i$. The substitution used for (4), now with $b=1$, gives

$$\int_{4\mu_i^2}^{S}\frac{ds}{s}R_i(s)\to\ln\frac{S}{\mu_i^2}-\frac53\qquad(S\to\infty).$$

In the weighted sum $\ln S$ and $-5/3$ cancel, leaving $L$, and $\Pi(0)=\frac1\pi\int ds\operatorname{Im}\Pi/s$ is (7). The price is negative spectral weight from the field with $c_1=-2$.

### Why the constant is the charge renormalization

The one-loop function is proportional to the squared charge: $\Pi_0(q^2)=e_0^2P(q^2)$. The measured charge $e$ is the strength of the exchange (1) as $q^2\to0$, that is, at long distance:

$$\frac1{e^2}=\frac1{e_0^2}-P(0).$$

At any other momentum, add and subtract $P(0)$:

$$\frac{e_0^2}{1-\Pi_0(q^2)}=\frac{1}{1/e_0^2-P(0)-[P(q^2)-P(0)]}=\frac{e^2}{1-\hat\Pi(q^2)},\tag{8}$$

where $\hat\Pi=e^2[P(q^2)-P(0)]$ uses the measured charge. The constant has gone entirely into $e$. Multiplying the definition of $e$ by $e^2$ gives

$$\boxed{Z_3\equiv\frac{e^2}{e_0^2}=1+e^2P(0)=1+\Pi(0)},\qquad\frac1{\alpha_0}=\frac1\alpha-\frac{L}{3\pi},\tag{9}$$

with $\alpha_0=e_0^2/(\hbar c)$ and $\Pi(0)$ evaluated at the measured $e$. So you have not discarded an infinity: $\Pi(0)=(e^2-e_0^2)/e_0^2$ is the change from the bare to the measured squared charge, as a fraction of the bare one. The identity is exact for the one-loop bubble chain; I have not shown it for full QED.

Two conditions matter. The value of $\Pi(0)$ depends on the regulator: cutting the spectral integral at $s=\Lambda^2$ gives, for $\Lambda\gg\mu$, $L\simeq\ln(\Lambda^2/\mu^2)-5/3$ instead. A positive $\alpha_0$ also requires $L<3\pi/\alpha\approx1292$, so within this chain the regulator cannot be removed completely at fixed nonzero $\alpha$.

### Numbers for the electron loop

Take $q^2=-Q^2$ with $Q=10\,mc=5.11$ MeV/$c$. Then $y=-0.04$, $b=\sqrt{1.04}$, and the bracket in (5) is $2.995$. With $\alpha/3\pi=7.743\times10^{-4}$,

$$\hat\Pi=2.319\times10^{-3},\qquad\frac1{\alpha(Q)}=137.036\,(1-0.002319)=136.718,$$

where $\alpha(Q)=\alpha/(1-\hat\Pi)$. Other charged particles and higher loops are omitted; the last digits serve only to compare calculations within this model.

Now start from the bare side:

- $M_1=10^3m$: $L=13.122$, so $1/\alpha_0=137.036-13.122/3\pi=135.644$ and $Z_3=0.98984$.
- $M_1=10^6m$: $L=26.938$, so $1/\alpha_0=134.178$ and $Z_3=0.97914$.

The bare couplings differ, yet (1) with the regulated loop (6) gives $1/\alpha(Q)=136.718$ for both. Relative to the renormalized $\alpha(Q)$, the deviations are $-2.3\times10^{-8}$ and $-2.3\times10^{-14}$. The regulator remainder explains them: for $M_1=10^3m$ it is $(100\alpha/15\pi)(-2+\tfrac12)\times10^{-6}=-2.3\times10^{-8}$, and it falls as $1/M_1^2$.

At $q^2=9\mu^2$, above threshold, $\hat\Pi=(-0.277-2.216\,i)\times10^{-3}$; the imaginary part is the real-pair contribution the reconstruction started from. The numerical check compares the dispersion integral with the closed form and tests the loop by direct four-dimensional integration.

## Computed values

```
e^2 (Gaussian) = 1.439965 eV nm
hbar c = 197.3270 eV nm
alpha = 0.007297353, 1/alpha = 137.035999 (no unit)
electron m c^2 = 0.510999 MeV
pair threshold 2 m c^2 = 1.021998 MeV
alpha/(3 pi) = 7.742732e-04 (no unit)
s = 5 (mc)^2: R = 0.626099, Im Pi = -1.522955e-03 (no unit)
s = 9 (mc)^2: R = 0.910991, Im Pi = -2.215940e-03 (no unit)
s = 100 (mc)^2: R = 0.999392, Im Pi = -2.430971e-03 (no unit)
Subtracted Pihat, real part (no unit):
q^2 = -100 (mc)^2: dispersion 2.319313e-03, closed form 2.319313e-03
q^2 = -1 (mc)^2: dispersion 1.403669e-04, closed form 1.403669e-04
q^2 = 2 (mc)^2: dispersion -4.065507e-04, closed form -4.065507e-04
q^2 = 9 (mc)^2: dispersion -2.768748e-04, closed form -2.768748e-04
Q = 10 mc = 5.10999 MeV/c
renormalized: 1/alpha(Q) = 136.718170 (no unit)
alpha(Q)/alpha - 1 = 2.324705e-03 (no unit)
Regulator M1 = 1e+03 m, M2 = 1.414213e+03 m:
  L = 13.122364, Pi(0) at alpha = -1.016029e-02 (no unit)
  Z3 = 0.98983971, 1/alpha0 = 135.643673 (no unit)
  Pi0(0) at alpha0 = -1.026459e-02 (no unit)
  from bare chain: 1/alpha(Q) = 136.718173 (no unit)
  relative difference = -2.3e-08
Regulator M1 = 1e+06 m, M2 = 1.414214e+06 m:
  L = 26.937874, Pi(0) at alpha = -2.085727e-02 (no unit)
  Z3 = 0.97914273, 1/alpha0 = 134.177802 (no unit)
  Pi0(0) at alpha0 = -2.130157e-02 (no unit)
  from bare chain: 1/alpha(Q) = 136.718170 (no unit)
  relative difference = -2.3e-14
Sharp cutoff sqrt(s) = 1e3 mc: L = 12.148844 (no unit)
Bound on L for positive alpha0: 1291.534 (no unit)
```
